# Electromigration Stress at a Blocked End under Alternating Current

A metal interconnect carries a current so dense that the moving electrons push atoms along the wire. Where the wire ends at a barrier that atoms cannot cross, the push empties the end of metal or packs it, and the confined metal there goes into tension or compression. Under direct current the tension can build until a void opens. Under alternating current each half-period largely undoes the work of the one before, and some stress swing is left. The question is how large that swing is, and how it depends on frequency.

Let $x$ be the distance from the blocked end, $\sigma(x,t)$ the stress, positive in tension, and $j$ the current density, counted positive when electrons flow towards $+x$. The electron wind exerts the force $eZ\rho j$ on an atom, where $\rho$ is the resistivity and $Z$ the size of the effective charge number. Stress also drives atoms: with atomic volume $\Omega$, the chemical potential of an atom contains $-\Omega\sigma$, so a stress gradient exerts the force $\Omega\,\partial_x\sigma$, towards greater tension. The flux is concentration $1/\Omega$ times mobility $D/kT$ times force:

$$J=\frac{1}{\Omega}\frac{D}{kT}\left(\Omega\,\partial_x\sigma+eZ\rho j\right)=\frac{D}{kT}\left(\partial_x\sigma+G\right),\qquad G=\frac{eZ\rho j}{\Omega}.$$

Here $D$ is an effective atomic diffusivity, averaged over the cross-section. Atoms are conserved, $\partial_t C=-\partial_x J$, and in a confined line a loss of atoms produces tension, $dC/C=-d\sigma/B$, with $B$ an effective modulus. Since $C\approx1/\Omega$, the second relation gives $\partial_tC=-\partial_t\sigma/(\Omega B)$. The two minus signs cancel, and Korhonen's equation follows:

$$\partial_t\sigma=\partial_x\left[\kappa\left(\partial_x\sigma+G\right)\right],\qquad \kappa=\frac{DB\Omega}{kT}.$$

It assumes that vacancies stay in local equilibrium with the stress and that the metal does not yield. For now $\kappa$ is also taken as constant. The current density is uniform along the line, so $\partial_xG=0$ and the interior obeys plain diffusion, $\partial_t\sigma=\kappa\,\partial_x^2\sigma$. The current acts through the boundary alone: no atoms cross the end, so $J=0$ there and

$$\partial_x\sigma(0,t)=-G(t).$$

Take first a half-infinite line and a current without a dc part, $G=G_0\cos\omega t$. A periodic solution has the form $\sigma=\mathrm{Re}[S(x)e^{i\omega t}]$. The diffusion equation gives $i\omega S=\kappa S''$, or

$$S''=q^2S,\qquad q=\sqrt{\frac{i\omega}{\kappa}}=\frac{1+i}{\delta},\qquad \delta=\sqrt{\frac{2\kappa}{\omega}},$$

because $\sqrt i=(1+i)/\sqrt2$. Of the two exponentials, $e^{qx}$ grows into the line and is discarded. The boundary condition $S'(0)=-G_0$ fixes the factor of the other:

$$S(x)=\frac{G_0}{q}\,e^{-qx}.$$

At the end, $1/q=\sqrt{\kappa/\omega}\,e^{-i\pi/4}$, so

$$\sigma(0,t)=G_0\sqrt{\frac{\kappa}{\omega}}\;\cos\left(\omega t-\frac{\pi}{4}\right).$$

At fixed current amplitude and temperature, the stress amplitude $A=G_0\sqrt{\kappa/\omega}$ falls as the inverse square root of frequency. The stress lags the current by an eighth of a period, and the swing decays into the line as $e^{-x/\delta}$.

The power can be read from the atom count. Integrating over depth gives

$$\int_0^\infty S\,dx=\frac{G_0}{q^2}=\frac{\kappa G_0}{i\omega}.$$

The total metal removed and returned is thus proportional to $1/\omega$, since a shorter half-period moves less. It is drawn from a layer whose depth $\delta$ shrinks as $\omega^{-1/2}$. The change per unit volume, which sets the stress, is the ratio of the two and goes as $\omega^{-1/2}$.

A real line has a second end. If both ends are blocked, $S'=-G_0$ holds at $x=0$ and at $x=L$, and the solution is

$$S(x)=\frac{G_0}{q}\,\frac{\sinh[q(L/2-x)]}{\cosh(qL/2)}.$$

Its derivative is $-G_0\cosh[q(L/2-x)]/\cosh(qL/2)$, which equals $-G_0$ at both ends because $\cosh$ is even. At $x=0$ this gives $S(0)=(G_0/q)\tanh(qL/2)$. To find the modulus, put $y=L/\delta$, so that $qL/2=a+ia$ with $a=y/2$. Then

$$|\sinh(a+ia)|^2=\sinh^2a+\sin^2a=\tfrac12(\cosh y-\cos y),$$

$$|\cosh(a+ia)|^2=\sinh^2a+\cos^2a=\tfrac12(\cosh y+\cos y),$$

and the amplitude at the end is

$$|S(0)|=G_0\sqrt{\frac{\kappa}{\omega}}\;R(y),\qquad R=\sqrt{\frac{\cosh y-\cos y}{\cosh y+\cos y}}.$$

At low frequency $\tanh(qL/2)\to qL/2$, and the amplitude tends to $G_0L/2$, independent of frequency. The stress then has time to balance the wind force along the whole line. At high frequency write $c=\cos y/\cosh y$, which is small, so that $R=\sqrt{(1-c)/(1+c)}\approx1-c\approx1-2e^{-y}\cos y$. The inverse-square-root law is therefore the limit $\delta\ll L$, and it is approached exponentially fast. The two limiting amplitudes are equal when $L/2=\sqrt{\kappa/\omega}$, which is at $\omega=4\kappa/L^2$. Between the limits the amplitude can exceed the power law: $R>1$ whenever $\cos y<0$, first for $\pi/2<y<3\pi/2$.

These formulas were tested by stepping the original equation in time from zero stress, in units where $\kappa=L=G_0=1$. At $\omega=10$ the simulated amplitude is 0.3606, the closed-line formula gives 0.3606 and the power law 0.3162. Between $\omega=400$ and $1600$ the simulated amplitude falls from 0.0500 to 0.0250, a logarithmic slope of $-0.500$. Between 1 and 10 the slope is only $-0.14$. The lag at $\omega=400$ is $45.0^\circ$.

The periodic state must also be reached from a line that starts without stress. Let $\hat\sigma(x,s)$ be the Laplace transform in time. For a half-infinite line $s\hat\sigma=\kappa\hat\sigma''$, and the boundary condition gives $\hat\sigma(0,s)=\sqrt{\kappa}\,\hat G(s)\,s^{-1/2}$. Since $s^{-1/2}$ is the transform of $1/\sqrt{\pi t}$, the product becomes a convolution:

$$\sigma(0,t)=\sqrt{\frac{\kappa}{\pi}}\int_0^t\frac{G(t-t')}{\sqrt{t'}}\,dt'.$$

Extending the upper limit to infinity gives the periodic state. For the cosine drive the integral needed is $\int_0^\infty e^{-i\omega t'}t'^{-1/2}dt'=\sqrt{\pi/(i\omega)}$, and the earlier amplitude and lag return. The transient is minus the part from $t$ to infinity. For a drive $G_0\sin\omega t$ switched on at $t=0$, set $t'=t+u$, which turns $-\sin\omega(t-t')$ into $+\sin\omega u$, and integrate by parts:

$$\sigma-\sigma_{\rm per}=G_0\sqrt{\frac{\kappa}{\pi}}\int_0^\infty\frac{\sin\omega u}{\sqrt{t+u}}\,du\approx G_0\sqrt{\frac{\kappa}{\pi}}\,\frac{1}{\omega\sqrt t}.$$

Two further integrations by parts show that the relative correction is of order $(\omega t)^{-2}$. Divided by the amplitude $A$, the transient is $1/\sqrt{\pi\omega t}$. For this sine start the decay is slow: 7% remains after 10 periods and 0.7% after 1000. For a cosine start the leading term vanishes and the relative transient is $1/[2\sqrt\pi\,(\omega t)^{3/2}]$ in size, only 0.06% after 10 periods. After 3 periods of the sine start at $\omega=1600$ the simulated ratio is 0.128, against 0.130 from the law; the $(\omega t)^{-2}$ correction is only 0.2% here, and the rest of the gap is discretisation error. In a closed line the slow decay is cut off. The stress there is a sum of modes $\cos(n\pi x/L)$ that decay at the rates $\kappa n^2\pi^2/L^2$, so the slowest transient has the time constant $L^2/(\pi^2\kappa)$. The uniform mode, $n=0$, is absent because no atoms enter or leave.

The same convolution shows why the mean current must vanish. A constant part $G_{\rm dc}$ contributes $2G_{\rm dc}\sqrt{\kappa t/\pi}$, which grows without limit on a half-infinite line, so no periodic state exists. In a closed line the growth stops when the stress gradient balances the wind, $\partial_x\sigma=-G_{\rm dc}$. The total stress is zero by conservation of atoms, so the end then carries $G_{\rm dc}L/2$ in addition to the swing.

The waveform need not be sinusoidal. For $G=G_0\,g(\omega t)$, with $g$ a fixed periodic function of zero mean, the substitution $\theta=\omega t'$ gives

$$\sigma_{\rm per}(0,t)=G_0\sqrt{\frac{\kappa}{\pi\omega}}\int_0^\infty\frac{g(\omega t-\theta)}{\sqrt\theta}\,d\theta.$$

The integral depends on time through $\omega t$ alone, so the peak stress still scales as $\omega^{-1/2}$ and the waveform changes just the prefactor. A square wave, $g=(4/\pi)\sum_{n\,\rm odd}\sin(n\omega t)/n$, is the case of reversed dc pulses. Each harmonic is scaled by $(n\omega)^{-1/2}$ and delayed by $\pi/4$:

$$\sigma_{\rm per}(0,t)=\frac{4G_0}{\pi}\sqrt{\frac{\kappa}{\omega}}\sum_{n\,\rm odd}\frac{\sin(n\omega t-\pi/4)}{n^{3/2}}.$$

To locate the peak, regard the wave as a series of steps $\pm2G_0$ at intervals of half a period, $T/2$. At a time $t$ after the latest upward step,

$$\frac{d\sigma_{\rm per}}{dt}=2G_0\sqrt{\frac{\kappa}{\pi}}\left[\frac{1}{\sqrt t}-\frac{1}{\sqrt{t+T/2}}+\frac{1}{\sqrt{t+T}}-\dots\right]>0,$$

since the terms alternate in sign and decrease. The stress rises through the whole positive half-period and peaks at its end, $\omega t=\pi$. There every odd $n$ gives $\sin(n\pi-\pi/4)=1/\sqrt2$. The sum of $n^{-3/2}$ over odd $n$ is $(1-2^{-3/2})\,\zeta(3/2)$, so the peak is

$$\frac{4}{\pi\sqrt2}\left(1-2^{-3/2}\right)\zeta(3/2)\;G_0\sqrt{\frac{\kappa}{\omega}}=1.52\,G_0\sqrt{\frac{\kappa}{\omega}}.$$

The simulated factor, at $\omega=400$, is 1.517; the gap of 0.2% from 1.520 is discretisation error.

Diffusivity is not strictly constant: tension raises the vacancy concentration. A simple form is $\kappa\to\kappa e^{b\sigma}$ with $b=\Omega/kT$. A uniform built-in stress $\sigma_0$ then multiplies $\kappa$ by $e^{b\sigma_0}$ and, where the power law holds, the amplitude by $e^{b\sigma_0/2}$. The swing itself also produces a mean stress $m(x)$. In the periodic state the mean flux is the same at every $x$, and it vanishes at the blocked end. Let $\sigma_1$ be the first-order periodic stress, and let angle brackets denote a time average. To second order, zero mean flux requires

$$m'(x)=-b\left\langle\sigma_1\left(\partial_x\sigma_1+G\right)\right\rangle.$$

Integrate from the end to a depth where $\sigma_1$ has died out. The first term gives $-\tfrac b2[\langle\sigma_1^2\rangle]=+\tfrac b2\cdot\tfrac{A^2}{2}$. The second contains $\langle G\int\sigma_1dx\rangle$, which vanishes because the integral was found above to be a quarter-period out of phase with $G$. Hence

$$m(0)-m_{\rm interior}=-\frac{\Omega A^2}{4kT}.$$

Alternating current thus leaves a small mean compression at the end, relative to the interior. A nonlinear simulation with $b=2$, $\omega=400$ and no built-in stress gives $-1.248\times10^{-3}$, against $-1.250\times10^{-3}$ from the formula with $A=0.05$. The last digit of the simulated value is not converged, since refining the grid moves it by about 0.3%, so the agreement is good to about half a percent. With a built-in stress of 0.2 the amplitude grows by the factor 1.221, as predicted.

For a worked example take a copper line in an accelerated test at 573 K, 20 µm long, with a cross-section of 0.2 µm by 0.2 µm and a peak current density of 2 MA/cm². Rough values are $Z=1$, $\rho=4$ µΩ cm, $\Omega=0.0118$ nm³, $B=28$ GPa and $D=10^{-12}$ cm²/s. In SI units,

$$G_0=\frac{(1.60\times10^{-19})(4\times10^{-8})(2\times10^{10})}{1.18\times10^{-29}}=1.09\times10^{13}\ \text{Pa/m}=10.9\ \text{MPa/µm},$$

and, with $kT=7.91\times10^{-21}$ J,

$$\kappa=\frac{(10^{-16})(28\times10^{9})(1.18\times10^{-29})}{7.91\times10^{-21}}=4.18\times10^{-15}\ \text{m}^2/\text{s}=4.18\times10^{-11}\ \text{cm}^2/\text{s}.$$

At 1 mHz, $\omega=6.28\times10^{-3}$ s⁻¹ and $\sqrt{\kappa/\omega}=0.815$ µm, so the amplitude is $10.9\times0.815\approx8.9$ MPa. The results over a range of frequencies are:

| $f$ (Hz) | $\delta$ (µm) | closed line (MPa) | power law (MPa) |
|---|---|---|---|
| $10^{-6}$ | 36 | 108 | 280 |
| $10^{-5}$ | 11.5 | 94 | 89 |
| $10^{-4}$ | 3.6 | 27.8 | 28.0 |
| $10^{-3}$ | 1.15 | 8.9 | 8.9 |
| $10^{-2}$ | 0.36 | 2.8 | 2.8 |

The low-frequency ceiling $G_0L/2$ is 109 MPa. The crossover lies at $6.6\times10^{-6}$ Hz, a period of 42 hours, and above $9.3\times10^{-5}$ Hz, where $2e^{-y}<0.01$, the finite length changes the amplitude by less than 1%. At $10^{-5}$ Hz the closed line exceeds the power law because $y=20/11.5=1.7$ lies just above $\pi/2$, where $\cos y$ is negative. The slowest transient decays with a time constant of 2.7 hours. A steady dc bias adds, once this transient has died out, its own share of 109 MPa, so at 1 mHz it then outweighs the swing if it exceeds about 8% of the peak current.

The temperature and current density are of the kind used in accelerated tests, but a period of 1000 s is far longer than the nanosecond periods of clock signals. The least certain input is $D$, which in copper lines depends on interfaces and grain boundaries; a factor of ten in it moves the amplitude at 1 mHz by a factor of about $\sqrt{10}\approx3.2$. Real lines also carry built-in stress, and a rough 200 MPa of tension raises the amplitude at 1 mHz by 16%. The stress swing itself matters little at 1 mHz: $\Omega A/kT=0.013$, and the mean shift is $-0.03$ MPa. Joule heating follows $j^2$ and so oscillates at twice the frequency. If all the heat flowed straight down through 1 µm of oxide with conductivity 1.4 W/(m K), the temperature would swing by 1.1 K either way. For this oxide over a substrate at fixed temperature it is an upper bound, since heat also spreads sideways; for an isolated line embedded in oxide the swing is about ten times smaller, while closely spaced lines in a low-k dielectric of poorer conductivity can exceed it. With an expansion mismatch $\Delta\alpha$ of 14 ppm/K, the mismatch in volume strain is $3\Delta\alpha\,\Delta T$, which corresponds to a thermal stress $3B\,\Delta\alpha\,\Delta T$ of at most 1.3 MPa, and with an activation energy of 0.9 eV to a diffusivity swing of at most 3.6%. While the heat flow keeps pace with the current, the thermal bound does not fall with frequency, and it equals the migration amplitude at 0.04 Hz; for an isolated line, with its smaller swing, equality comes only at a few hertz.

The continuum picture sets an upper limit on frequency as well. At 0.033 Hz, $\delta$ has shrunk to a grain size of 0.2 µm, and a uniform $\kappa$ no longer describes the layer that is being stressed. Vacancies with a diffusivity of $10^{-8}$ cm²/s need about 0.04 s to cross such a grain, so local equilibrium is good at 1 mHz, where $\omega$ times this lag is $2.5\times10^{-4}$, but it can no longer be taken for granted at a few hertz, where this product reaches one. Deep in the line, where the stress gradient is negligible, metal drifts at the speed $\Omega J=\kappa G/B$. Integrated over a half-period this is

$$\frac{2\kappa G_0}{B\omega}=0.52\ \text{nm at 1 mHz},$$

or about $1.7\times10^6$ atoms through the cross-section. The number falls as $1/\omega$ and reaches one atom near 1.7 kHz. At 1 GHz it would be about $2\times10^{-6}$ of an atom per half-period, and the 9 Pa that the formula then gives does not describe a physical stress wave. For this line the inverse-square-root law is best founded from about $10^{-4}$ Hz to a few times $10^{-3}$ Hz, where $\delta$ still spans a few grains, and it loses its basis by a few times $10^{-2}$ Hz. It gives the stress swing, not the lifetime: whether a void forms depends on the total stress, including the built-in and dc parts, and on a nucleation condition that this model does not contain. The full set of values is in the numerical output below.

## Table of computed values

```
Closed line, units kappa = L = G0 = 1 (dimensionless)
 omega   simulated   closed-line formula   omega^-1/2 law
     1   0.49759     0.49759               1.00000
    10   0.36055     0.36056               0.31623
   100   0.09988     0.09988               0.10000
   400   0.05000     0.05000               0.05000
lag of end stress at omega = 400: 45.03 degrees
  1600   0.02500     0.02500               0.02500
simulated log-log slope, omega 400 to 1600: -0.5000
simulated log-log slope, omega 1 to 10: -0.1399
sine start, transient/amplitude after 3 periods: simulated 0.1281, law 0.1299
  same law after 10 periods: 0.0712
  same law after 1000 periods: 0.0071
direct current, end stress simulated/law: 0.9997
square-wave peak factor: simulated 1.5172, series 1.5204
nonlinear run, built-in stress 0.0: mean shift -1.248e-03, law -1.248e-03
nonlinear run, built-in stress 0.2: mean shift -1.873e-03, law -1.861e-03
amplitude gain from built-in stress: simulated 1.2210, law 1.2214
Copper line, rough inputs:
  T = 573 K, Z = 1.0, rho = 4.0 uOhm cm, j0 = 2.0 MA/cm2
  B = 28 GPa, D = 1.0e-12 cm2/s, Omega = 0.0118 nm3
  L = 20 um, width = thickness = 0.2 um
G0 = 10.862 MPa/um
kappa = 4.176e-11 cm2/s
low-frequency limit G0 L/2 = 108.6 MPa
crossover frequency = 6.65e-06 Hz, period 41.8 h
finite-length error below 1% above 9.33e-05 Hz
slowest transient time L^2/(pi^2 kappa) = 2.70 h
 f (Hz)   delta (um)   amplitude (MPa)   omega^-1/2 law (MPa)
 1e-06     36.461      108.431           280.046
 1e-05     11.530       93.648            88.558
 1e-04      3.646       27.843            28.005
 1e-03      1.153        8.856             8.856
 1e-02      0.365        2.800             2.800
Neglected effects at 1 mHz (rough):
  square-wave peak instead of sine: 13.46 MPa
  Omega A/kT = 0.0132, mean shift = -0.0292 MPa
  built-in stress 200 MPa multiplies amplitude by 1.161
  oxide 1 um, 1.4 W/(m K); expansion mismatch 14 ppm/K
  heating swing at most +-1.14 K, thermal stress +-1.34 MPa at twice f
  that bound equals the migration amplitude at 0.043 Hz
  diffusivity swing at 0.9 eV: +-3.6 %
  vacancy D 1e-08 cm2/s, grain 0.2 um: lag 0.040 s, omega*lag = 2.5e-04
  delta equals the grain size at 0.033 Hz
  delta equals atomic spacing 0.228 nm at 2.56e+04 Hz
  metal shuttled per half-period: 0.516 nm, 1.75e+06 atoms
  one atom per half-period at 1.75e+03 Hz
```
